# Dyson orbitals and the Manne–Åberg rule in core-level photoemission: a program that tests the result

```python
"""
Result under test: for a Hartree-Fock determinant Phi0 the sudden-approximation
photoemission weights w_f = |<f|c_k|Phi0>|^2 satisfy
    sum_f w_f (E_f - E_HF) = -eps_k        (Manne-Aberg rule),
and the photoemission amplitude is <p|d|phi_f>, with phi_f the Dyson orbital.
Symbols: c_k removes spin orbital k, eps_k is its orbital energy, f labels the
ion eigenstates of energy E_f, p is the photoelectron orbital, d the dipole.
Example: N atom, UHF/6-31G, minority-spin (beta) 1s removal, full CI ion states.
Internal quantities are in atomic units; printed ones in eV and angstrom.
"""
from itertools import permutations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci
from pyscf.fci import cistring, direct_uhf

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10

# ---- Amplitude formula on explicit antisymmetric wave functions ----
rng = np.random.default_rng(4)
dim, p = 6, 5


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def antisymmetric(rank, contains_p):
    raw = random_complex(*([dim] * rank))
    total = np.zeros_like(raw)
    for perm in permutations(range(rank)):
        sign = np.linalg.det(np.eye(rank)[list(perm)])
        total += sign * np.transpose(raw, perm)
    if not contains_p:
        for axis in range(rank):
            np.moveaxis(total, axis, 0)[p] = 0
    return total / np.linalg.norm(total)


dipole = random_complex(dim, dim)
dipole = dipole + dipole.conj().T
ion = antisymmetric(2, False)
orb_p = np.eye(dim)[p]
final = (np.einsum("a,bc->abc", orb_p, ion)
         - np.einsum("b,ac->abc", orb_p, ion)
         + np.einsum("c,ab->abc", orb_p, ion)) / np.sqrt(3)
assert abs(np.linalg.norm(final) - 1) < 1e-12
for contains_p in (False, True):
    initial = antisymmetric(3, contains_p)
    d_initial = (np.einsum("ai,ibc->abc", dipole, initial)
                 + np.einsum("bi,aic->abc", dipole, initial)
                 + np.einsum("ci,abi->abc", dipole, initial))
    full_amplitude = np.vdot(final, d_initial)
    dyson = np.sqrt(3) * np.einsum("bc,xbc->x", ion.conj(), initial)
    dyson_amplitude = dipole[p] @ dyson
    rest = np.sqrt(3) * initial[p]
    d_rest = dipole @ rest + rest @ dipole.T
    dropped_term = np.vdot(ion, d_rest)
    assert abs(full_amplitude - dyson_amplitude - dropped_term) < 1e-11
    if contains_p:
        assert abs(full_amplitude - dyson_amplitude) > 1e-3
    else:
        assert abs(full_amplitude - dyson_amplitude) < 1e-11

# ---- Hartree-Fock initial state of the N atom ----
mol = gto.M(atom="N 0 0 0", basis="6-31g", spin=3, verbose=0)
mf = scf.UHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-7
e_hf = mf.kernel()
assert mf.converged
ca, cb = mf.mo_coeff
eps_beta = mf.mo_energy[1]
n = ca.shape[1]
hcore = mf.get_hcore()
ao_eri = mol.intor("int2e").reshape(n, n, n, n)


def transform(left, right):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", ao_eri,
                     left, left, right, right, optimize=True)


h1 = (ca.T @ hcore @ ca, cb.T @ hcore @ cb)
eri = (transform(ca, ca), transform(ca, cb), transform(cb, cb))

# ---- All ion eigenstates with 5 alpha and 1 beta electron ----
ion_elec, atom_elec = (5, 1), (5, 2)
shape = (cistring.num_strings(n, 5), cistring.num_strings(n, 1))
size = shape[0] * shape[1]
h2 = direct_uhf.absorb_h1e(h1, eri, n, ion_elec, 0.5)
links = tuple(cistring.gen_linkstr_index_trilidx(range(n), m)
              for m in ion_elec)
ham = np.zeros((size, size))
for col in range(size):
    unit = np.zeros(size)
    unit[col] = 1
    ham[:, col] = direct_uhf.contract_2e(
        h2, unit.reshape(shape), n, ion_elec, link_index=links).ravel()
assert np.abs(ham - ham.T).max() < 1e-9
e_ion, states = np.linalg.eigh(ham)

# ---- Dyson amplitudes and moments for 1s and 2s beta removal ----
phi0 = np.zeros((shape[0], cistring.num_strings(n, 2)))
phi0[0, 0] = 1
amps = np.array([states.T @ fci.addons.des_b(phi0, n, atom_elec, k).ravel()
                 for k in (0, 1)])
binding = e_ion - e_hf
moment_matrix = (amps * binding) @ amps.T
assert np.abs(moment_matrix + np.diag(eps_beta[:2])).max() < 1e-5
weights = amps[0] ** 2
mean = weights @ binding
koopmans = -eps_beta[0]
main = int(np.argmax(weights))
shift = koopmans - binding[main]
assert shift > 0
above = binding > binding[main] + 1e-6
below = binding < binding[main] - 1e-6
gain_above = weights[above] @ (binding[above] - binding[main])
gain_below = weights[below] @ (binding[below] - binding[main])
variance = weights @ (binding - mean) ** 2
valence = int(np.argmax(amps[1] ** 2))

# ---- Separately relaxed core-hole determinant ----
cation = gto.M(atom="N 0 0 0", basis="6-31g", charge=1, spin=4, verbose=0)
hole_occ = np.zeros((2, n))
hole_occ[0, :5] = 1
hole_occ[1, 1] = 1
relaxed = scf.UHF(cation)
start = relaxed.make_rdm1(mf.mo_coeff, hole_occ)
relaxed = scf.addons.mom_occ(relaxed, mf.mo_coeff, hole_occ)
relaxed.conv_tol = 1e-10
relaxed_binding = relaxed.kernel(start) - e_hf
assert relaxed.converged
ra = relaxed.mo_coeff[0][:, relaxed.mo_occ[0] > 0]
rb = relaxed.mo_coeff[1][:, relaxed.mo_occ[1] > 0]
overlap = mol.intor("int1e_ovlp")
det_weight = (np.linalg.det(ca[:, :5].T @ overlap @ ra)
              * np.linalg.det(cb[:, 1:2].T @ overlap @ rb)) ** 2
assert abs(relaxed_binding - binding[main]) < 0.2 * shift
assert abs(det_weight - weights[main]) < 0.05
r2 = mol.intor("int1e_r2")


def rms_radius(orbital):
    return np.sqrt(orbital @ r2 @ orbital) * ANG


radii_2s = rms_radius(cb[:, 1]), rms_radius(rb[:, 0])
radii_2p = rms_radius(ca[:, 4]), rms_radius(ra[:, 4])
assert radii_2s[1] < radii_2s[0] and radii_2p[1] < radii_2p[0]

# ---- Correlated initial state: spectral sum against density matrices ----
solver = direct_uhf.FCISolver()
solver.verbose = 0
solver.conv_tol = 1e-12
e_fci, ground = solver.kernel(h1, eri, n, atom_elec)
removed = fci.addons.des_b(ground, n, atom_elec, 0).ravel()
corr_weights = (states.T @ removed) ** 2
occupation = corr_weights.sum()
corr_mean = corr_weights @ (e_ion - e_fci) / occupation
(dm_a, dm_b), (dm_aa, dm_ab, dm_bb) = solver.make_rdm12s(
    ground, n, atom_elec)
commutator = -(h1[1][0] @ dm_b[0]
               + np.sum(eri[2][0] * dm_bb[0])
               + np.sum(eri[1][:, :, 0, :] * dm_ab[:, :, 0, :]))
assert abs(corr_mean - commutator / dm_b[0, 0]) < 1e-5

# ---- Energy-dependent cross section: plane wave, hydrogenic 1s ----
zeta = 7 - 5 / 16


def cross_section(kinetic):
    k2 = 2 * np.maximum(kinetic, 0)
    return k2 ** 1.5 / (k2 + zeta ** 2) ** 4


photon_ev = (1500.0, 5000.0, 20000.0)
deviations, estimates = [], []
for photon in photon_ev:
    omega = photon / EV
    measured = weights * cross_section(omega - binding)
    deviations.append(measured @ binding / measured.sum() - mean)
    kin = omega - mean
    slope = 1.5 / kin - 8 / (2 * kin + zeta ** 2)
    estimates.append(-variance * slope)
assert abs(deviations[0]) > abs(deviations[1]) > abs(deviations[2])
assert abs(deviations[2] / estimates[2] - 1) < 0.1

# ---- Printed numbers ----
print(f"basis functions: {n}; ion states: {size}")
print(f"UHF energy of N: {e_hf * EV:.3f} eV")
print(f"UHF <S^2> (pure quartet 3.75): {mf.spin_square()[0]:.5f}")
print(f"Koopmans value 1s beta: {koopmans:.6f} hartree")
print(f"Koopmans value 1s beta: {koopmans * EV:.4f} eV")
print(f"weighted mean binding energy: {mean * EV:.4f} eV")
print(f"sum of weights: {weights.sum():.8f}")
print(f"Koopmans value 2s beta: {-eps_beta[1] * EV:.4f} eV")
print(f"mean for 2s beta: {moment_matrix[1, 1] * EV:.4f} eV")
print(f"1s-2s cross moment: {abs(moment_matrix[0, 1]) * EV:.1e} eV")
print(f"main line: {binding[main] * EV:.3f} eV, w = {weights[main]:.5f}")
print(f"2s weight in main line: {amps[1, main] ** 2:.2e}")
print(f"relaxation shift of main line: {shift * EV:.3f} eV")
print("strongest satellites (binding eV, above main eV, weight):")
order = [i for i in np.argsort(-weights) if above[i]][:5]
for i in order:
    print(f"  {binding[i] * EV:.2f}  "
          f"{(binding[i] - binding[main]) * EV:.2f}  {weights[i]:.5f}")
print(f"total weight above main: {weights[above].sum():.5f}")
print(f"total weight below main: {weights[below].sum():.2e}")
print(f"first-moment part from above: {gain_above * EV:.3f} eV")
print(f"first-moment part from below: {gain_below * EV:.3f} eV")
print(f"strongest 2s-hole line: {binding[valence] * EV:.3f} eV")
print(f"  its 2s weight: {amps[1, valence] ** 2:.5f}")
print(f"  its 1s weight: {weights[valence]:.2e}")
print(f"relaxed determinant binding: {relaxed_binding * EV:.3f} eV")
print(f"squared overlap frozen/relaxed: {det_weight:.5f}")
print(f"2s rms radius atom, ion: {radii_2s[0]:.4f}, {radii_2s[1]:.4f} angstrom")
print(f"2p rms radius atom, ion: {radii_2p[0]:.4f}, {radii_2p[1]:.4f} angstrom")
print(f"E_HF - E_FCI: {(e_hf - e_fci) * EV:.4f} eV")
print(f"HF-state mean from E_FCI: {(mean + e_hf - e_fci) * EV:.4f} eV")
print(f"FCI-state 1s beta occupation: {occupation:.6f}")
print(f"FCI-state mean: {corr_mean * EV:.4f} eV")
print(f"same from density matrices: {commutator / dm_b[0, 0] * EV:.4f} eV")
print(f"FCI-state mean minus Koopmans: {(corr_mean - koopmans) * EV:.4f} eV")
print(f"rms width of 1s spectrum: {np.sqrt(variance) * EV:.3f} eV")
print(f"hydrogenic exponent: {zeta:.4f} per bohr")
print("photon energy eV, shift of mean eV, first-order estimate eV:")
for photon, dev, est in zip(photon_ev, deviations, estimates):
    print(f"  {photon:.0f}  {dev * EV:.3f}  {est * EV:.3f}")
print("all good")
```

It prints:

```
basis functions: 9; ion states: 1134
UHF energy of N: -1479.891 eV
UHF <S^2> (pure quartet 3.75): 3.75459
Koopmans value 1s beta: 15.585749 hartree
Koopmans value 1s beta: 424.1098 eV
weighted mean binding energy: 424.1098 eV
sum of weights: 1.00000000
Koopmans value 2s beta: 19.7469 eV
mean for 2s beta: 19.7469 eV
1s-2s cross moment: 1.0e-08 eV
main line: 411.605 eV, w = 0.76070
2s weight in main line: 9.30e-07
relaxation shift of main line: 12.505 eV
strongest satellites (binding eV, above main eV, weight):
  444.16  32.56  0.09628
  452.73  41.13  0.03248
  453.75  42.14  0.02643
  464.78  53.17  0.01941
  491.70  80.10  0.01826
total weight above main: 0.23929
total weight below main: 3.18e-06
first-moment part from above: 12.506 eV
first-moment part from below: -0.001 eV
strongest 2s-hole line: 17.730 eV
  its 2s weight: 0.95467
  its 1s weight: 2.13e-07
relaxed determinant binding: 412.028 eV
squared overlap frozen/relaxed: 0.76992
2s rms radius atom, ion: 0.8070, 0.7274 angstrom
2p rms radius atom, ion: 0.8326, 0.6292 angstrom
E_HF - E_FCI: 0.9505 eV
HF-state mean from E_FCI: 425.0604 eV
FCI-state 1s beta occupation: 0.999976
FCI-state mean: 424.5614 eV
same from density matrices: 424.5614 eV
FCI-state mean minus Koopmans: 0.4516 eV
rms width of 1s spectrum: 27.410 eV
hydrogenic exponent: 6.6875 per bohr
photon energy eV, shift of mean eV, first-order estimate eV:
  1500  0.780  0.737
  5000  0.348  0.333
  20000  0.092  0.091
all good
```
